# Zero-point displacement of a harmonic hydrogen atom: test program

```python
"""Zero-point displacement of a harmonic hydrogen atom.

Result under test: x_rms = sqrt(hbar/(2 m omega)) along one axis at T = 0,
which is about 0.144 angstrom for hbar*omega = 100 meV.
m: mass of the hydrogen atom; omega: angular frequency of the well;
x: displacement from the site centre in a rigid host.
Internal units: energy in meV, length in angstrom.
The program also sizes heat, direction, host motion, anharmonicity
and tunnelling for rough parameters of hydrogen in a bcc metal.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

# ---------- inputs ----------
quantum = 100.0         # meV, vibrational quantum
stiff_quantum = 160.0   # meV, stiffer axis
host_quantum = 15.0     # meV, host atom vibration
host_mass_u = 93.0      # atomic mass units
site_distance = 1.2     # angstrom, distance between neighbouring sites
temperature = 300.0     # K

mass = const.m_p + const.m_e
to_meV_A2 = 1e3 * 1e20 / const.e
kinetic = const.hbar**2 / (2 * mass) * to_meV_A2   # hbar^2/(2m)
kT = const.k * temperature / const.e * 1e3


def mean_square(energy_quantum):
    """Derived ground-state mean square displacement."""
    return kinetic / energy_quantum


def spring(energy_quantum):
    """m omega^2 in meV/angstrom^2."""
    return energy_quantum**2 / (2 * kinetic)


x2 = mean_square(quantum)
x_rms = np.sqrt(x2)
stiffness = spring(quantum)

# ---------- symbolic test of the factorized Hamiltonian ----------
x = sp.symbols("x", real=True)
m, w, hb = sp.symbols("m omega hbar", positive=True)
f = sp.Function("f")(x)


def momentum(g):
    return -sp.I * hb * sp.diff(g, x)


lowered = momentum(f) - sp.I * m * w * x * f
product = momentum(lowered) + sp.I * m * w * x * lowered
hamiltonian_f = momentum(momentum(f)) / (2 * m) + m * w**2 * x**2 * f / 2
difference = hamiltonian_f - product / (2 * m) - hb * w * f / 2
assert sp.simplify(sp.expand(difference)) == 0


# ---------- finite-difference solution of the harmonic well ----------
def solve_well(energy_quantum, levels=8):
    grid = np.linspace(-1.2, 1.2, 1201)
    step = grid[1] - grid[0]
    diagonal = 2 * kinetic / step**2 + 0.5 * spring(energy_quantum) * grid**2
    off = np.full(grid.size - 1, -kinetic / step**2)
    energy, state = eigh_tridiagonal(diagonal, off, select="i",
                                     select_range=(0, levels - 1))
    density = state**2
    return energy, grid @ density, grid**2 @ density


for test_quantum in (quantum, stiff_quantum):
    energy, mean_x, mean_x2 = solve_well(test_quantum)
    assert abs(energy[0] / (test_quantum / 2) - 1) < 1e-3
    assert abs(mean_x[0]) < 1e-6
    assert abs(mean_x2[0] / mean_square(test_quantum) - 1) < 1e-3
    # virial relation for every level; grid error grows with level number
    assert np.allclose(spring(test_quantum) * mean_x2, energy, rtol=3e-3)

energy, mean_x, mean_x2 = solve_well(quantum)
x_rms_numeric = np.sqrt(mean_x2[0])
potential_energy = 0.5 * stiffness * mean_x2[0]
assert abs(x_rms - 0.144) < 0.0005

# ---------- thermal motion ----------
x2_hot = x2 / np.tanh(quantum / (2 * kT))
weights = np.exp(-(energy - energy[0]) / kT)
x2_hot_sum = weights @ mean_x2 / weights.sum()
assert abs(x2_hot_sum / x2_hot - 1) < 1e-3

x2_classical = kT / stiffness


def boltzmann(s):
    return np.exp(-0.5 * stiffness * s**2 / kT)


norm = quad(boltzmann, -1.2, 1.2, points=[0])[0]
second = quad(lambda s: s**2 * boltzmann(s), -1.2, 1.2, points=[0])[0]
assert abs(second / norm / x2_classical - 1) < 1e-6
assert x2_classical < x2_hot

# ---------- hydrogen bound to a moving host atom ----------
host_mass = host_mass_u * const.atomic_mass
host_kinetic = const.hbar**2 / (2 * host_mass) * to_meV_A2
inertia = np.array([1 / (2 * kinetic), 1 / (2 * host_kinetic)])
host_spring = inertia[1] * host_quantum**2
force = np.array([[stiffness, -stiffness],
                  [-stiffness, stiffness + host_spring]])
squares, modes = np.linalg.eigh(force / np.sqrt(np.outer(inertia, inertia)))
mode_energy = np.sqrt(squares)


def occupation_factor(e, thermal):
    return 1 / np.tanh(e / (2 * kT)) if thermal else np.ones_like(e)


total_x2, host_x2 = {}, {}
for thermal in (False, True):
    factor = occupation_factor(mode_energy, thermal)
    total_x2[thermal] = np.sum(modes[0]**2 * factor
                               / (2 * inertia[0] * mode_energy))
    host_x2[thermal] = (host_kinetic / host_quantum
                        * occupation_factor(np.array(host_quantum), thermal))
    own = x2_hot if thermal else x2
    # additivity is approximate: corrections are of order m/M
    assert abs(total_x2[thermal] / (own + host_x2[thermal]) - 1) < 0.03

# ---------- rigid cosine potential between neighbouring sites ----------
wave = 2 * np.pi / site_distance
index = np.arange(-20, 21)
gap_index = index[:, None] - index[None, :]
safe = np.where(gap_index == 0, 1, gap_index)
square_matrix = np.where(
    gap_index == 0, site_distance**2 / 12,
    site_distance**2 * (-1.0)**np.abs(gap_index) / (2 * np.pi**2 * safe**2))


def solve_cosine(barrier, q):
    """Lowest two energies and ground <x^2> in one cell; q in units of wave."""
    h = np.diag(kinetic * wave**2 * (index + q)**2 + barrier / 2)
    h -= barrier / 4 * (np.abs(gap_index) == 1)
    e, c = np.linalg.eigh(h)
    return e[0], e[1], c[:, 0] @ square_matrix @ c[:, 0]


def cosine_summary(barrier):
    centre = np.array(solve_cosine(barrier, 0.0))
    edge = np.array(solve_cosine(barrier, 0.5))
    mean = (centre + edge) / 2
    return mean[1] - mean[0], np.sqrt(mean[2]), edge[0] - centre[0]


barrier_a = 2 * stiffness / wave**2
excitation_a, rms_a, width_a = cosine_summary(barrier_a)
barrier_b = brentq(lambda v: cosine_summary(v)[0] - quantum, 120.0, 500.0)
excitation_b, rms_b, width_b = cosine_summary(barrier_b)
curvature_quantum_b = np.sqrt(kinetic * barrier_b) * wave

# real-space periodic check of the plane-wave solution
points = 600
step = site_distance / points
cell = (np.arange(points) + 0.5) * step - site_distance / 2
real_h = np.diag(2 * kinetic / step**2
                 + barrier_a / 2 * (1 - np.cos(wave * cell)))
hop = np.roll(np.eye(points), 1, axis=0)
real_h -= kinetic / step**2 * (hop + hop.T)
real_e, real_c = np.linalg.eigh(real_h)
plane = solve_cosine(barrier_a, 0.0)
assert abs(real_e[0] / plane[0] - 1) < 1e-3
assert abs(real_e[1] / plane[1] - 1) < 1e-3
assert abs(cell**2 @ real_c[:, 0]**2 / plane[2] - 1) < 1e-3
# softening widens the state at fixed curvature; far less at fixed excitation
assert excitation_a < quantum and rms_a > x_rms
assert abs(rms_b - x_rms) < abs(rms_a - x_rms)
assert 0 < width_b < width_a < 0.05 * quantum


def percent(value):
    return 100 * (value / x_rms - 1)


# ---------- printed numbers ----------
print("INPUTS")
print(f"vibrational quantum: {quantum:.0f} meV")
print(f"hydrogen atom mass: {mass:.5e} kg")
print(f"temperature of use: {temperature:.0f} K")
print(f"thermal energy kT: {kT:.2f} meV")
print("MAIN RESULT, T = 0, ONE AXIS")
print(f"hbar^2/(2m): {kinetic:.4f} meV A^2")
print(f"mean square displacement: {x2:.5f} A^2")
print(f"rms displacement, formula: {x_rms:.4f} A")
print(f"rms displacement, formula: {x_rms / 10:.4f} nm")
print(f"rms displacement, diagonalization: {x_rms_numeric:.4f} A")
print(f"spring constant m omega^2: {stiffness:.0f} meV/A^2")
print(f"zero-point energy, diagonalization: {energy[0]:.2f} meV")
print(f"its potential part, diagonalization: {potential_energy:.2f} meV")
print("HEAT, 300 K")
print(f"rms, quantum: {np.sqrt(x2_hot):.4f} A")
print(f"change from T = 0: {percent(np.sqrt(x2_hot)):.1f} %")
print(f"rms, classical: {np.sqrt(x2_classical):.4f} A")
print("STIFFER AXIS, T = 0")
print(f"quantum: {stiff_quantum:.0f} meV")
print(f"rms: {np.sqrt(mean_square(stiff_quantum)):.4f} A")
print("MOVING HOST ATOM")
print(f"host mass: {host_mass_u:.0f} u")
print(f"host quantum: {host_quantum:.0f} meV")
print(f"upper coupled mode: {mode_energy[1]:.2f} meV")
for thermal, label in ((False, "0 K"), (True, "300 K")):
    total = np.sqrt(total_x2[thermal])
    print(f"host rms alone, {label}: {np.sqrt(host_x2[thermal]):.4f} A")
    print(f"total hydrogen rms, {label}: {total:.4f} A")
    print(f"change from main result, {label}: {percent(total):.1f} %")
print("COSINE POTENTIAL, T = 0")
print(f"site distance: {site_distance:.1f} A")
print(f"(a) curvature quantum: {quantum:.0f} meV")
print(f"(a) barrier: {barrier_a:.0f} meV")
print(f"(a) first excitation: {excitation_a:.1f} meV")
print(f"(a) rms: {rms_a:.4f} A")
print(f"(a) change from main result: {percent(rms_a):.1f} %")
print(f"(a) lowest band width: {width_a:.2f} meV")
print(f"(b) first excitation: {excitation_b:.1f} meV")
print(f"(b) curvature quantum: {curvature_quantum_b:.1f} meV")
print(f"(b) barrier: {barrier_b:.0f} meV")
print(f"(b) rms: {rms_b:.4f} A")
print(f"(b) change from main result: {percent(rms_b):.1f} %")
print(f"(b) lowest band width: {width_b:.2f} meV")
print("OK")
```

It prints:

```
INPUTS
vibrational quantum: 100 meV
hydrogen atom mass: 1.67353e-27 kg
temperature of use: 300 K
thermal energy kT: 25.85 meV
MAIN RESULT, T = 0, ONE AXIS
hbar^2/(2m): 2.0739 meV A^2
mean square displacement: 0.02074 A^2
rms displacement, formula: 0.1440 A
rms displacement, formula: 0.0144 nm
rms displacement, diagonalization: 0.1440 A
spring constant m omega^2: 2411 meV/A^2
zero-point energy, diagonalization: 50.00 meV
its potential part, diagonalization: 25.00 meV
HEAT, 300 K
rms, quantum: 0.1471 A
change from T = 0: 2.1 %
rms, classical: 0.1036 A
STIFFER AXIS, T = 0
quantum: 160 meV
rms: 0.1138 A
MOVING HOST ATOM
host mass: 93 u
host quantum: 15 meV
upper coupled mode: 100.55 meV
host rms alone, 0 K: 0.0387 A
total hydrogen rms, 0 K: 0.1482 A
change from main result, 0 K: 2.9 %
host rms alone, 300 K: 0.0729 A
total hydrogen rms, 300 K: 0.1637 A
change from main result, 300 K: 13.7 %
COSINE POTENTIAL, T = 0
site distance: 1.2 A
(a) curvature quantum: 100 meV
(a) barrier: 176 meV
(a) first excitation: 82.7 meV
(a) rms: 0.1580 A
(a) change from main result: 9.7 %
(a) lowest band width: 0.64 meV
(b) first excitation: 100.0 meV
(b) curvature quantum: 116.9 meV
(b) barrier: 240 meV
(b) rms: 0.1437 A
(b) change from main result: -0.2 %
(b) lowest band width: 0.25 meV
OK
```
